# In-plane polarization at saddle stackings in parallel boron nitride bilayers

## Definitions and conventions

Two identical BN layers lie parallel, a distance $h$ apart, with the upper one displaced by $\mathbf r$. The zigzag direction is $x$, and the bond vector from N to B is $\boldsymbol\tau=(0,a/\sqrt3)$, with $a$ the lattice constant. The lattice vectors are $\mathbf a_1=(a,0)$ and $\mathbf a_2=(a/2,\sqrt3a/2)$, and the cell area is $\Omega$. The stackings are

- AA: $\mathbf r=0$;
- AB: $\mathbf r=\boldsymbol\tau$, with an upper N above a lower B;
- BA: $\mathbf r=2\boldsymbol\tau$;
- saddle: $\mathbf r=3\boldsymbol\tau/2$, midway between AB and BA.

The electron charge is $-e$. Polarization is dipole per area, a charge per length.

The absolute in-plane polarization of a crystal is defined only modulo a quantum, and a threefold axis permits certain nonzero quantized values. The statement "symmetry makes it zero" therefore needs a reference. Here $\mathbf P(\mathbf r)$ is the change of polarization when the interlayer coupling is switched on at fixed $\mathbf r$, with the gap kept open. This change is the time integral of a current, so it is an ordinary vector without a quantum of ambiguity.

## What symmetry removes and what it allows

A rotation or vertical mirror $g$ of the single layer turns the bilayer with displacement $\mathbf r$ into the one with displacement $g\mathbf r$. The horizontal mirror exchanges the layers, so the relative displacement becomes $-\mathbf r$; it keeps in-plane vectors and reverses vertical ones. Hence

$$\mathbf P_\parallel(g\mathbf r)=g\mathbf P_\parallel(\mathbf r),\qquad \mathbf P_\parallel(-\mathbf r)=\mathbf P_\parallel(\mathbf r),\qquad P_z(-\mathbf r)=-P_z(\mathbf r).$$

Moving the upper layer by a lattice vector gives the same crystal, so $\mathbf P$ is also periodic.

**AB and BA.** Let $C_3$ be the rotation by 120°. The difference $\boldsymbol\tau-C_3\boldsymbol\tau$ of two bond vectors is a lattice vector, so AB and its rotated copy are the same stacking. Then $\mathbf P_\parallel=C_3\mathbf P_\parallel$, which only the zero vector satisfies. The same holds at BA and AA.

**Saddle.** Here $\mathbf r-C_3\mathbf r$ is one and a half times a primitive lattice vector. The rotated stacking is a different one, and the argument fails. However, $2\mathbf r=3\boldsymbol\tau=2\mathbf a_2-\mathbf a_1$ is a lattice vector, so $\mathbf r$ and $-\mathbf r$ are equivalent. This gives $P_z=-P_z=0$, but it places no restriction on $\mathbf P_\parallel$, which is even. The mirror $x\to-x$ leaves the saddle unchanged and removes $P_x$. What remains allowed is $P_y$, along the bond.

The saddle is thus nonpolar vertically and polar in the plane. Symmetry gives permission for $P_y$, not its size or sign.

## The lowest harmonic

Expand $\mathbf P_\parallel=\sum_{\mathbf G}\mathbf P_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Because $\mathbf P_\parallel$ is real and even, $\mathbf P_{\mathbf G}=\mathbf P_{-\mathbf G}$ is real, and only cosines appear. The constant term vanishes by threefold symmetry. The shortest reciprocal vectors are $\pm\mathbf G_j=\pm G\mathbf g_j$, with $G=4\pi/(\sqrt3a)$, $\mathbf g_1=\hat{\mathbf y}$, and $\mathbf g_{2,3}$ obtained by 120° rotations. The mirror $x\to-x$ keeps $\mathbf G_1$, so its coefficient points along $y$; rotation fixes the other two. Therefore

$$\mathbf P_\parallel\simeq p\sum_{j=1}^{3}\mathbf g_j\cos(\mathbf G_j\cdot\mathbf r).$$

At AB the phases are $4\pi/3,-2\pi/3,-2\pi/3$. All cosines equal $-1/2$, and $\sum_j\mathbf g_j=0$ gives zero. At the saddle the phases are $2\pi,-\pi,-\pi$, so

$$\mathbf P_\parallel=p(\mathbf g_1-\mathbf g_2-\mathbf g_3)=2p\,\mathbf g_1.$$

The component does not wait for the saddle to appear. Put $\mathbf r=\boldsymbol\tau+\boldsymbol\delta$ with small $\boldsymbol\delta$. Since $\sin(\mathbf G_j\cdot\boldsymbol\tau)=-\sqrt3/2$ for every $j$, and $\sum_j\mathbf g_j(\mathbf g_j\cdot\boldsymbol\delta)=\tfrac32\boldsymbol\delta$,

$$\mathbf P_\parallel\simeq-p\sum_j\mathbf g_j\sin(\mathbf G_j\cdot\boldsymbol\tau)\,\mathbf G_j\cdot\boldsymbol\delta=\frac{3\sqrt3}{4}\,pG\,\boldsymbol\delta .$$

Near BA the sines, and hence the sign, are reversed. Any small slide away from AB already polarizes the bilayer in the plane.

## Where the charge goes

Consider first flat bands: no in-plane hopping, filled N orbitals, and empty B orbitals higher by $E$. If an N orbital couples by $t(d)$ to a B orbital of the other layer at lateral offset $\mathbf d$, first-order perturbation theory gives the B amplitude $-t/E$. The probability is $w/E^2$, with $w=t^2$, and the electron's mean position shifts by $w\mathbf d/E^2$. Two spins and both transfer directions give

$$\mathbf P_\parallel=-\frac{2e}{\Omega E^2}\sum_{\mathbf R}\left[w(\mathbf d_+)\mathbf d_++w(\mathbf d_-)\mathbf d_-\right],\qquad \mathbf d_\pm=\boldsymbol\tau\pm\mathbf r+\mathbf R,$$

where $\mathbf R$ runs over lattice vectors and the plus sign means transfer upward. For $P_z$, replace $\mathbf d_\pm$ as a factor by $\pm h$. Dipole matrix elements between different orbitals are neglected. N–N coupling mixes filled states and does not contribute at this order.

At AB, the upper N sits above a lower B. That transfer is vertical, and the more distant ones cancel laterally in threes. At the saddle, $\mathbf d_+$ and $\mathbf d_-$ run over the same set, whose shortest member is $-\boldsymbol\tau/2$. Both layers leak electrons the same way laterally and opposite ways vertically. The lateral dipoles add and the vertical ones cancel.

To obtain $p$, define $w_G=\int w(d)e^{-i\mathbf G\cdot\mathbf d}d^2d$ and $w_G'=dw_G/dG$. The transform of $\mathbf d\,w$ is $i\nabla_{\mathbf G}w_G=i\mathbf g\,w_G'$. Poisson summation over the shortest vectors, with $\pm\mathbf G_j$ paired, gives

$$\sum_{\mathbf R}w(\mathbf d_\pm)\mathbf d_\pm\simeq-\frac{2w_G'}{\Omega}\sum_j\mathbf g_j\sin(\mathbf G_j\cdot\boldsymbol\tau\pm\mathbf G_j\cdot\mathbf r).$$

Adding the two signs replaces the sine by $2\sin(\mathbf G_j\cdot\boldsymbol\tau)\cos(\mathbf G_j\cdot\mathbf r)=-\sqrt3\cos(\mathbf G_j\cdot\mathbf r)$. With the prefactor $-2e/(\Omega E^2)$,

$$p=-\frac{4\sqrt3\,e\,w_G'}{\Omega^2E^2}.$$

This is positive when $w_G$ decreases with $G$. For $P_z$ the transform of $w$ is $w_G$, each pair gives $2w_G\cos(\cdot)$, and the difference of the two cosines is $-2\sin(\mathbf G_j\cdot\boldsymbol\tau)\sin(\mathbf G_j\cdot\mathbf r)=\sqrt3\sin(\mathbf G_j\cdot\mathbf r)$. Thus

$$P_z=-\frac{4\sqrt3\,e\,h\,w_G}{\Omega^2E^2}\sum_j\sin(\mathbf G_j\cdot\mathbf r).$$

For $w=t_\perp^2e^{-d^2/(2s^2)}$, one has $w_G=2\pi s^2t_\perp^2e^{-G^2s^2/2}$ and $w_G'=-Gs^2w_G$. At fixed $t_\perp$, $E$ and $a$, $p\propto s^4e^{-G^2s^2/2}$ peaks at $s=2/G$. It falls for longer range because a smooth coupling no longer resolves the registry.

## How large: a model bilayer

The parameters are round values in the rough regime of BN: $a=0.25$ nm, $h=0.33$ nm, $s=0.08$ nm, $E=7$ eV and $t_\perp=0.5$ eV. Then $\Omega=0.05413$ nm² and $G=29.02$ nm⁻¹.

At the saddle the nearest offset has $d_y=-0.0722$ nm and $w=0.1664$ eV². The next two have $d_y=+0.1443$ nm and $w=0.0145$ eV² each. For one transfer direction,

$$\sum w\,d_y\simeq-0.01201+0.00418=-0.00783\ \text{eV}^2\,\text{nm}.$$

Doubling this for the other direction and multiplying by $-2e/(\Omega E^2)$ gives $P_y\simeq0.0118\,e$/nm. The complete sum gives 0.0122 $e$/nm, equal to $2p$ from the closed form with $p=0.00609\,e$/nm.

Real layers also have in-plane hopping, here $t=2.5$ eV, entered as the matrix element $-t$, with all four interlayer matrix elements of one common sign. To include it, write the coupling as $\lambda$ times its full value. Let $u_n$ be the periodic part of a Bloch state. The electronic polarization is $-2e\int d^2k/(2\pi)^2\sum_n i\langle u_n|\partial_{\mathbf k}u_n\rangle$ over filled bands. Its $\lambda$ derivative contains the integrand $-2\,\mathrm{Im}\langle\partial_\lambda u_n|\partial_{\mathbf k}u_n\rangle$ plus a total $\mathbf k$ derivative, which integrates to zero over the zone. Inserting first-order perturbation theory for both derivatives gives

$$\mathbf P_\parallel=4e\int_0^1d\lambda\int\frac{d^2k}{(2\pi)^2}\sum_{n,m}\mathrm{Im}\frac{\langle m|\partial_\lambda H|n\rangle^*\langle m|\partial_{\mathbf k}H|n\rangle}{(E_n-E_m)^2},$$

with $n$ filled and $m$ empty; filled–filled pairs cancel by antisymmetry. The interlayer law above is used for all four orbital pairs, so the N–N and B–B couplings are equal at equal offset. This is a simplification, and its effect on the size is given below.

The result at the saddle is $P_y=0.00353\,e$/nm, or 0.57 pC/m. Spread over a thickness $2h$, it corresponds to 0.086 µC/cm². Discrete Berry phases, computed separately with and without coupling, also give 0.00353 $e$/nm. At AA, AB and BA the in-plane part is below $10^{-10}\,e$/nm. The smallest gap found at the sampled stackings and coupling strengths is 6.3 eV, far above the thermal energy of 0.026 eV at 300 K.

In-plane hopping reduces the saddle value from 0.0121 to 0.0035 $e$/nm, all other parameters being fixed, without changing its sign at the values sampled. The larger separation of filled and empty states explains only part of this: scaling the flat-band value by the zone average of $E^2/\Delta^2$, with $\Delta(\mathbf k)$ the direct gap of a single layer, gives 0.0059 $e$/nm. The rest comes from the changed Bloch states and was not analysed further. For these equal couplings, the flat-band formula gives the right direction of the charge shift and overestimates the size by a factor of about 3.4.

The size, and even the sign, are sensitive to that equality. With in-plane hopping present, the N–N and B–B couplings also shift charge, and for strengths between 0 and 3 times the value above, their effects cancel at the saddle only when the two are equal. Multiplying the N–N coupling by 0.5 and the B–B coupling by 1.5 raises $P_y$ to 0.0078 $e$/nm; exchanging the two factors lowers it to 0.00055 $e$/nm. Reversing the sign of the in-plane matrix element interchanges these two numbers. Factors of 2 for N–N and 0.5 for B–B give $-0.00046\,e$/nm, with the sign reversed. The value 0.0035 $e$/nm therefore belongs to this model and is not a prediction for real BN.

Along the straight path from AB to BA the two components behave as follows.

| Fraction of path | $P_y$ ($e$/nm) | $P_z$ ($e$/nm) |
|---|---|---|
| 0 | 0 | 0.0118 |
| 0.25 | 0.0024 | 0.0085 |
| 0.5 | 0.0035 | 0 |
| 0.75 | 0.0024 | −0.0085 |
| 1 | 0 | −0.0118 |

A control confirms the role of the threefold axis. Making one of the three bond hoppings 1 % larger in both layers, with AB stacking kept, produces $P_y=3.6\times10^{-5}\,e$/nm. This number excludes the layers' own piezoelectric response.

## Across a domain wall

Take a shear wall: its normal is $x$, and the slip $u(x)$ runs along $y$ from AB to BA. The layers move by $\pm u/2$. With shear modulus $\mu$ per layer, the elastic energy per area is $2\cdot\tfrac12\mu(u'/2)^2=\mu u'^2/4$. Use the lowest harmonic of the stacking energy and set $c=\cos(Gu/2)$:

$$V=v\left[\tfrac32+\cos(Gu)+2\cos(Gu/2)\right]=2v\left(c+\tfrac12\right)^2.$$

The saddle barrier is $v/2$ per area. Minimizing the total energy gives $\mu u''/2=dV/du$. Multiplication by $u'$ and integration gives $\mu u'^2/4=V$, the constant being zero because both terms vanish far away. The polarization on this path is

$$P_y=p[\cos(Gu)-\cos(Gu/2)]=p(2c+1)(c-1).$$

Since $c\le-1/2$ on the path, $\sqrt V=-\sqrt{2v}(c+\tfrac12)$. The dipole moment per length of wall is then

$$M=\int P_y\,dx=\frac{\sqrt\mu}{2}\int\frac{P_y}{\sqrt V}\,du=\sqrt{\frac{\mu}{2v}}\,p\int(1-c)\,du .$$

With $\varphi=Gu/2$ running from $2\pi/3$ to $4\pi/3$,

$$M=\sqrt{\frac{\mu}{2v}}\;\frac{2p}{G}\left(\frac{2\pi}{3}+\sqrt3\right).$$

For $\mu=750$ eV/nm² and a barrier of 3 meV per cell, $v=0.1109$ eV/nm². The central slope $\sqrt{2v/\mu}=0.0172$ gives a width $(a/\sqrt3)/0.0172=8.4$ nm. With the full-band $p=0.00178\,e$/nm, $M=0.0273\,e$; integrating the full-band polarization through the wall gives 0.0271 $e$. This treatment assigns each point the polarization of a uniform stacking, which requires a wall much wider than $a$.

In a shear wall this polarization lies along the wall, so a straight uniform wall carries no bound charge from it. If the slip is instead normal to the wall, the polarization is normal too. Its variation creates bound charge of both signs with zero total, and $\mu$ must be replaced by the longitudinal modulus.

## What can mask or change the effect

**Piezoelectricity.** Each layer is sheared at the wall centre by 0.0086, in opposite senses. The layers have the same piezoelectric tensor, so their responses cancel to first order. For a rough bond-length exponent of 3 in the in-plane hopping, one layer alone gives $P_x=-0.012\,e$/nm, 3.4 times the saddle value in magnitude. This leaves out the internal shift of B against N under strain, which lowers the response in real BN. With both layers strained oppositely, only a second-order remainder along $y$ is left, of order $10^{-4}\,e$/nm or less. Hopping changes linear in the strain give $1.4\times10^{-4}\,e$/nm, but other second-order terms, such as the deformation of the cell, are as large and can reverse the sign. If a substrate holds one layer rigid, the other carries the whole slip and the elastic energy becomes $\mu u'^2/2$. The relation $\mu u'^2/2=V$ then gives a wall wider by $\sqrt2$, in which the free layer's shear is $u'=\sqrt{2V/\mu}$, compared with $\sqrt{V/\mu}$ per layer before. Linear scaling by $\sqrt2$ gives about 0.017 $e$/nm in magnitude across the wall.

**Sublattice relaxation.** At the saddle, B and N within a layer may shift relative to each other. The N–B attraction of the flat-band model, with a rough phonon energy of 0.17 eV, gives a shift $\xi=8.5\times10^{-5}$ nm. A rough Born charge $Z=2.7$ then yields $2Ze\xi/\Omega=0.0085\,e$/nm, about 0.7 of the electronic term in the same flat-band approximation (0.0122 $e$/nm). In-plane hopping weakens the attraction as well, but less than it weakens the electronic term: at $t=2.5$ eV the shift is $4.4\times10^{-5}$ nm and the lattice term 0.0044 $e$/nm, about 1.3 times the electronic 0.0035 $e$/nm. The two terms are of comparable size. Short-range repulsion is omitted and may oppose this shift. The total magnitude, and even its sign, are therefore not settled by this model. The zeros at AB and BA survive relaxation that keeps the threefold axis.

**Local fields.** The unscreened potential step at AB is 0.21 V, small beside the 7 eV site splitting; it vanishes at the saddle with $P_z$. Fed back self-consistently into the model, it lowers $P_z$ at AB by 7 %, to 0.0109 $e$/nm, and changes $P_y$ at a quarter of the path by less than 1 %. In-plane local fields are left out.

Beside real parallel BN, the lattice constant, spacing and wall width are of the right order. The interlayer couplings were not fitted to a measured or first-principles potential step, so the model's vertical polarization should be read only as an order of magnitude. The assumption of equal and opposite layer strain fails when a substrate holds one layer more firmly than the other; the consequence is sized above.

## What to do about it

In a calculation, follow the polarization continuously along the sliding path, subtract that of the uncoupled layers, and report fixed-ion and relaxed values separately. In an experiment on a shear wall, separate the components: the sliding term lies along the wall, and the first-order piezoelectric term lies across it.

For switching, note that $\mathbf P_\parallel$ is a single-valued function of stacking. With the layer orientations fixed, the three saddles point at 120° to one another, and none is the reverse of another. Exchanging the AB and BA domains on the two sides of a wall reverses the $P_z$ profile but leaves $\mathbf P_\parallel$ at the same saddle unchanged. An in-plane field can favour one saddle over another; it cannot select between opposite states of one saddle. Reversing the polarization of a given saddle requires a change of layer orientation, such as turning both layers by 180°, which reverses the bond direction. Away from the saddles, sliding alone can reverse $\mathbf P_\parallel$: near AB it changes sign with $\boldsymbol\delta$. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
lattice constant a = 0.25 nm, spacing h = 0.33 nm, range s = 0.08 nm
site splitting = 7.0 eV, in-plane hopping = 2.5 eV
interlayer hopping at zero offset = 0.5 eV
cell area = 0.05413 nm^2, G = 29.021 1/nm, bond = 0.1443 nm
smallest gap during switching = 6.257 eV
thermal energy at 300 K = 0.0259 eV
flat-band p, closed form = 0.006086 e/nm
flat-band saddle P_y, pair sum = 0.012172 e/nm
flat-band AB P_z, pair sum = 0.028103 e/nm
saddle N-to-B lateral offset = (+0.0000, -0.0722) nm, squared hopping = 0.16643 eV^2
saddle N-to-B lateral offset = (-0.1250, +0.1443) nm, squared hopping = 0.01449 eV^2
saddle N-to-B lateral offset = (+0.1250, +0.1443) nm, squared hopping = 0.01449 eV^2
saddle P_y at in-plane hopping 0.0 eV = +0.012052 e/nm
saddle P_y at in-plane hopping 0.5 eV = +0.010990 e/nm
saddle P_y at in-plane hopping 1.0 eV = +0.008735 e/nm
saddle P_y at in-plane hopping 1.5 eV = +0.006528 e/nm
saddle P_y at in-plane hopping 2.0 eV = +0.004795 e/nm
saddle P_y at in-plane hopping 2.5 eV = +0.003530 e/nm
largest |P_par| at AA, AB, BA = 7.5e-11 e/nm
saddle P_par = (+1.1e-17, +0.003530) e/nm
second saddle P_par = (-0.003057, -0.001765) e/nm
third saddle P_par = (+0.003057, -0.001765) e/nm
saddle P_y converted = +0.5655 pC/m
saddle P_y over thickness 2h = +0.0857 uC/cm^2
saddle P_y from Berry strings = +0.003530 e/nm
saddle P_y shift, finer k mesh and switching = 1.9e-16 e/nm
first-harmonic p, full bands = +0.001779 e/nm, 2p = +0.003557 e/nm
second-star coefficient = -0.000014 e/nm
AB P_par with one bond hopping 1 % larger = +3.61e-05 e/nm
path fraction 0.00: P_y = -0.000000, P_z = +0.011758 e/nm
path fraction 0.25: P_y = +0.002413, P_z = +0.008452 e/nm
path fraction 0.50: P_y = +0.003530, P_z = -0.000000 e/nm
path fraction 0.75: P_y = +0.002413, P_z = -0.008452 e/nm
path fraction 1.00: P_y = +0.000000, P_z = -0.011758 e/nm
shear modulus = 750.0 eV/nm^2, saddle barrier = 3.0 meV/cell
wall width (bond / central slope) = 8.395 nm
wall moment per length, closed form = +0.02728 e
wall moment per length, numerical wall = +0.02728 e
wall moment per length, full-band P = +0.02710 e
central shear of each layer = 0.00860, hopping exponent = 3.0
piezo P_x, one layer strained = -0.011999 e/nm
piezo P_y, one layer strained = +7.2e-05 e/nm
piezo |P|, opposite strains = 1.4e-04 e/nm
rough Born charge = 2.7 e, rough phonon energy = 0.17 eV
sublattice shift from N-B attraction = +0.0855 pm
lattice P_y estimate at saddle = +0.008528 e/nm
AB P_z = +0.011758 e/nm, unscreened potential step = +0.2128 V
```
